**Pressure–temperature offsets in linear-parabolic oxidation**

A pressure ratio $r$ offsets a cooling $\Delta T=T_1s/(1+s)$, with $s=kT_1\ln r/E$, where $T_1$ is the starting temperature, $k$ the Boltzmann constant and $E$ the activation energy of the rate constant. For tenfold pressure from 1000 °C this gives about 140 K for the linear constant (2.05 eV) and about 311 K for the parabolic constant (0.78 eV). The program integrates growth times from separate diffusion, reaction and solubility laws, and asserts that the equal-time cooling of very thin and very thick films agrees with the formula. It also asserts that finite films satisfy the dimensionless equal-time equation, that their offsets lie between the two limits and rise with thickness, and that the heat of solution drops out. A transient diffusion calculation with a moving interface is asserted to approach the growth law as the dissolved concentration becomes small compared with the oxidant consumed per oxide volume. For a 1000 nm film the equal-time offset is 205 K, while applying the parabolic offset lengthens growth from 4.1 h to 36 h. If the parabolic activation energy rises to a rough 1.2 eV below 950 °C, the parabolic offset falls to about 234 K.

## Verification by program

```python
"""
Result under test: when thermal oxidation rates are proportional to pressure,
a pressure ratio r offsets cooling from T1 by
    cooling = T1*s/(1+s),  s = k*T1*ln(r)/E,
with E = 2.05 eV for the linear constant B/A and 0.78 eV for the parabolic
constant B. Film growth obeys x^2 + A*x = B*t (x thickness, t time).
D is oxidant diffusivity, kappa the interface reaction velocity, C the
dissolved oxidant concentration, N the oxidant consumed per oxide volume.
Material and gas inputs are rough values typical of steam oxidation of silicon.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

k_ev = const.k / const.e
T1 = 1000.0 + const.zero_Celsius
ratio = 10.0
E_lin, E_par = 2.05, 0.78             # eV
B_hot = 3.0e5                         # nm^2/h at T1 and 1 atm
linear_hot = 1300.0                   # nm/h at T1 and 1 atm
A_hot = B_hot / linear_hot            # nm
solubility = 3.0e19                   # cm^-3 at T1 and 1 atm
consumed = 4.4e22                     # water molecules per cm^3 of oxide
loading = solubility / consumed
T_break = 950.0 + const.zero_Celsius
E_low = 1.2                           # eV, rough parabolic value below break
torr = const.atm / 760.0


def inverse_energy(T, T_ref=T1):
    return (1.0 / T - 1.0 / T_ref) / k_ev


def cooling_formula(E, r=ratio):
    s = k_ev * T1 * np.log(r) / E
    return T1 * s / (1.0 + s)


def growth_time(x, T, pressure, E_solution=0.1, low_energy=None):
    """Hours to grow x nm, integrated from the two transport resistances."""
    d = inverse_energy(T)
    D = B_hot / (2.0 * loading) * np.exp(-(E_par - E_solution) * d)
    if low_energy is not None and T < T_break:
        D *= np.exp(-(low_energy - E_par) * inverse_energy(T, T_break))
    kappa = linear_hot / loading * np.exp(-(E_lin - E_solution) * d)
    C_over_N = loading * pressure * np.exp(-E_solution * d)
    integral = quad(lambda q: x * (1.0 / kappa + q * x / D), 0.0, 1.0)[0]
    return integral / C_over_N


def film_cooling(x, E_solution=0.1, low_energy=None):
    """Cooling that keeps the total growth time at the higher pressure."""
    target = growth_time(x, T1, 1.0, E_solution, low_energy)

    def mismatch(cooling):
        t = growth_time(x, T1 - cooling, ratio, E_solution, low_energy)
        return np.log(t / target)
    return brentq(mismatch, 0.0, 850.0, xtol=1e-9)


def transient_time_error(eps, cells=40):
    """Relative excess of transient growth time over the quasi-steady law.
    Scaled units D = kappa = N = 1; eps = C/N; A = 2; film grows to 10 A.
    """
    y = np.linspace(0.0, 1.0, cells + 1)
    h = y[1]
    x0, x_end = 0.02, 20.0

    def derivative(x, state):
        g = np.concatenate(([1.0], state[:-1]))
        front = g[-1]
        slope = np.empty(cells)
        curvature = np.empty(cells)
        slope[:-1] = (g[2:] - g[:-2]) / (2.0 * h)
        curvature[:-1] = (g[2:] - 2.0 * g[1:-1] + g[:-2]) / h**2
        slope[-1] = -x * front * (1.0 + eps * front)
        ghost = g[-2] + 2.0 * h * slope[-1]
        curvature[-1] = (ghost - 2.0 * front + g[-2]) / h**2
        change = curvature / (eps * x**2 * front) + y[1:] * slope / x
        return np.append(change, 1.0 / front)

    start = np.append(1.0 - y[1:] * x0 / (1.0 + x0), 0.0)
    run = solve_ivp(derivative, (x0, x_end), start, method="BDF",
                    rtol=1e-8, atol=1e-10)
    assert run.success
    law = (x_end**2 + 2.0 * x_end - x0**2 - 2.0 * x0) / 2.0
    return run.y[-1, -1] / law - 1.0


# The transient calculation approaches the growth law as C/N becomes small.
error_1 = transient_time_error(loading)
error_10 = transient_time_error(ratio * loading)
assert 0.0 < error_1 < loading
assert 0.0 < error_10 < ratio * loading
assert 5.0 < error_10 / error_1 < 20.0

# Limiting offsets from integrated growth times agree with the formula.
cool_lin = cooling_formula(E_lin)
cool_par = cooling_formula(E_par)
thin_cool = film_cooling(1e-5 * A_hot)
thick_cool = film_cooling(1e7 * A_hot)
assert abs(thin_cool - cool_lin) < 0.01
assert abs(thick_cool - cool_par) < 0.01
assert round(cool_lin, -1) == 140 and round(cool_par, -1) == 310

# The separate heat of solution has no effect on the offset.
film = 1000.0
assert abs(film_cooling(film, -0.3) - film_cooling(film, 0.4)) < 1e-5

# Finite films: compare integrated times with the dimensionless equation.
thicknesses = [10.0, 100.0, 500.0, 1000.0, 2000.0]
film_offsets = [film_cooling(x) for x in thicknesses]
for x, offset in zip(thicknesses, film_offsets):
    u = x / A_hot
    root = brentq(lambda d: u * np.exp(E_par * d) + np.exp(E_lin * d)
                  - ratio * (1.0 + u), 0.0, 5.0)
    T_root = 1.0 / (1.0 / T1 + k_ev * root)
    assert abs(T1 - T_root - offset) < 1e-5
    assert cool_lin < offset < cool_par
assert np.all(np.diff(film_offsets) > 0.0)

# At x = A, doubling thickness triples growth time; use this to measure A.
T_lin, T_par = T1 - cool_lin, T1 - cool_par
A_cold = brentq(lambda x: growth_time(2.0 * x, T_par, ratio)
                / growth_time(x, T_par, ratio) - 3.0, 1.0, 1e6)
A_growth = ratio ** ((E_lin - E_par) / E_par)
assert abs(A_cold / (A_hot * A_growth) - 1.0) < 1e-8
thickness_10K = brentq(lambda x: film_cooling(x) - cool_par + 10.0,
                       1e3, 1e8)

time_hot = growth_time(film, T1, 1.0)
time_misused = growth_time(film, T_par, ratio)
time_lin_cool = growth_time(film, T_lin, ratio)

# A higher parabolic activation energy below the break shortens the offset.
before_break = E_par * inverse_energy(T_break)
inverse_T = (1.0 / T_break
             + k_ev * (np.log(ratio) - before_break) / E_low)
break_formula = T1 - 1.0 / inverse_T
break_cool = film_cooling(1e8 * A_hot, low_energy=E_low)
assert abs(break_formula - break_cool) < 0.01
break_film = film_cooling(film, low_energy=E_low)

# Steam fugacity from a rough second virial coefficient.
virial = -5.0e-5                      # m^3/mol


def nonideal_cooling(E):
    def balance(cooling):
        T = T1 - cooling
        log_phi_cold = virial * ratio * const.atm / (const.R * T)
        log_phi_hot = virial * const.atm / (const.R * T1)
        return (E * inverse_energy(T) - np.log(ratio)
                - log_phi_cold + log_phi_hot)
    return brentq(balance, 1.0, 800.0)


shift_lin = nonideal_cooling(E_lin) - cool_lin
shift_par = nonideal_cooling(E_par) - cool_par

# Gas-side demand divided by the diffusive supply at the fastest hot rate.
gas_D = 2.0                          # cm^2/s at T1 and 1 atm
gas_layer = 1.0                      # cm
gas_density = const.atm / (const.k * T1) * 1e-6
demand = consumed * linear_hot * 1e-7 / 3600.0
depletion = demand / (gas_D * gas_density / gas_layer)

print(f"Start temperature: {T1:.2f} K")
print(f"Pressures: {const.atm/torr:.0f} and {ratio*const.atm/torr:.0f} Torr")
print(f"Boltzmann constant: {k_ev:.6e} eV/K")
print(f"k T1: {k_ev*T1:.5f} eV; ln(pressure ratio): {np.log(ratio):.5f}")
for name, E, cool in (("Linear", E_lin, cool_lin),
                      ("Parabolic", E_par, cool_par)):
    s = k_ev * T1 * np.log(ratio) / E
    print(f"{name} activation energy: {E:.2f} eV")
    print(f"{name} s: {s:.5f} (dimensionless)")
    print(f"{name} final temperature: {T1-cool:.2f} K")
    print(f"{name} final temperature: {T1-cool-const.zero_Celsius:.1f} C")
    print(f"{name} cooling offset: {cool:.2f} K")
    print(f"{name} small-shift estimate: {T1*s:.1f} K")
print(f"Thin-film numerical offset: {thin_cool:.2f} K")
print(f"Thick-film numerical offset: {thick_cool:.2f} K")
print(f"Hot B at 760 Torr (rough input): {B_hot:.2e} nm^2/h")
print(f"Hot B/A at 760 Torr (rough input): {linear_hot:.0f} nm/h")
print(f"A at start: {A_hot:.1f} nm")
print(f"A growth factor at parabolic offset: {A_growth:.2f}")
print(f"A at parabolic offset: {A_cold:.0f} nm")
for x, offset in zip(thicknesses, film_offsets):
    print(f"Equal-time offset for {x:.0f} nm film: {offset:.1f} K")
print(f"Thickness within 10 K of parabolic limit: {thickness_10K:.2e} nm")
print(f"{film:.0f} nm film, start, 760 Torr: {time_hot:.2f} h")
print(f"Same film, linear offset, 7600 Torr: {time_lin_cool:.2f} h")
print(f"Same film, parabolic offset, 7600 Torr: {time_misused:.2f} h")
print(f"Time ratio, parabolic offset to start: {time_misused/time_hot:.2f}")
print(f"Rough solubility at start, 760 Torr: {solubility:.1e} cm^-3")
print(f"Rough water consumed per oxide volume: {consumed:.1e} cm^-3")
print(f"C/N at start, 760 Torr: {loading:.2e} (dimensionless)")
print(f"Quasi-steady time error, 760 Torr loading: {100*error_1:.4f} %")
print(f"Quasi-steady time error, tenfold loading: {100*error_10:.4f} %")
print(f"Rough break: {T_break-const.zero_Celsius:.0f} C, {E_low:.1f} eV below")
print(f"Parabolic offset with break: {break_cool:.1f} K")
print(f"{film:.0f} nm film offset with break: {break_film:.1f} K")
print(f"Rough steam second virial coefficient: {virial:.1e} m^3/mol")
print(f"Non-ideality shift, linear offset: {shift_lin:.2f} K")
print(f"Non-ideality shift, parabolic offset: {shift_par:.2f} K")
print(f"Rough gas diffusivity: {gas_D:.1f} cm^2/s; layer: {gas_layer:.1f} cm")
print(f"Gas demand/supply at hot linear rate: {depletion:.2e}")
print("verified")
```

Running it gives:

```
Start temperature: 1273.15 K
Pressures: 760 and 7600 Torr
Boltzmann constant: 8.617333e-05 eV/K
k T1: 0.10971 eV; ln(pressure ratio): 2.30259
Linear activation energy: 2.05 eV
Linear s: 0.12323 (dimensionless)
Linear final temperature: 1133.47 K
Linear final temperature: 860.3 C
Linear cooling offset: 139.68 K
Linear small-shift estimate: 156.9 K
Parabolic activation energy: 0.78 eV
Parabolic s: 0.32387 (dimensionless)
Parabolic final temperature: 961.69 K
Parabolic final temperature: 688.5 C
Parabolic cooling offset: 311.46 K
Parabolic small-shift estimate: 412.3 K
Thin-film numerical offset: 139.68 K
Thick-film numerical offset: 311.46 K
Hot B at 760 Torr (rough input): 3.00e+05 nm^2/h
Hot B/A at 760 Torr (rough input): 1300 nm/h
A at start: 230.8 nm
A growth factor at parabolic offset: 42.48
A at parabolic offset: 9804 nm
Equal-time offset for 10 nm film: 141.4 K
Equal-time offset for 100 nm film: 154.4 K
Equal-time offset for 500 nm film: 185.8 K
Equal-time offset for 1000 nm film: 205.3 K
Equal-time offset for 2000 nm film: 226.0 K
Thickness within 10 K of parabolic limit: 7.98e+04 nm
1000 nm film, start, 760 Torr: 4.10 h
Same film, linear offset, 7600 Torr: 1.57 h
Same film, parabolic offset, 7600 Torr: 36.01 h
Time ratio, parabolic offset to start: 8.78
Rough solubility at start, 760 Torr: 3.0e+19 cm^-3
Rough water consumed per oxide volume: 4.4e+22 cm^-3
C/N at start, 760 Torr: 6.82e-04 (dimensionless)
Quasi-steady time error, 760 Torr loading: 0.0226 %
Quasi-steady time error, tenfold loading: 0.2262 %
Rough break: 950 C, 1.2 eV below
Parabolic offset with break: 233.7 K
1000 nm film offset with break: 191.9 K
Rough steam second virial coefficient: -5.0e-05 m^3/mol
Non-ideality shift, linear offset: -0.26 K
Non-ideality shift, parabolic offset: -0.60 K
Rough gas diffusivity: 2.0 cm^2/s; layer: 1.0 cm
Gas demand/supply at hot linear rate: 1.38e-04
verified
```
